# PAW potential at a nucleus and alignment of defect supercells

A defect supercell and a bulk cell each have their own zero of electrostatic potential. Before their electron levels can be compared, the offset must be found, and the potential at nuclei far from the defect can serve as the marker. This problem obtains that potential from projector augmented-wave (PAW) quantities and then examines what its shift means.

**Setting.** Charge densities are in SI units and $e>0$. In PAW the electron number density is

$$n=\tilde n+\sum_b(n^b-\tilde n^b),$$

where $\tilde n$ is smooth, and $n^b$, $\tilde n^b$ are the all-electron and smooth one-centre densities around nucleus $b$, cores included. They agree at and beyond the sphere radius $r_c$. The spheres do not overlap. Compensation charges $\hat\rho^b$, confined to the spheres, are added to the smooth density:

$$\tilde\rho=-e\tilde n+\sum_b\hat\rho^b .$$

With $\mathbf s=\mathbf r-\mathbf R_b$, the one-centre charge densities are

$$\rho^b=-en^b+Z_be\,\delta(\mathbf s),\qquad \tilde\rho^b=-e\tilde n^b+\hat\rho^b .$$

Hence the total charge density is $\rho=\tilde\rho+\sum_b\Delta\rho^b$, with $\Delta\rho^b=\rho^b-\tilde\rho^b$. The charges $\hat\rho^b$ are chosen so that every multipole moment of $\Delta\rho^b$ vanishes. A finite set of partial waves has a finite number of such moments. The results below concern this PAW density; errors from a frozen core or an incomplete set of partial waves are a separate matter.

## (a) Where do the one-centre corrections act?

Let $\tilde V$ be the periodic potential of $\tilde\rho$, with zero cell average. Write the full potential $V$ as $\tilde V$ plus corrections, and find the region in which each correction is nonzero. Allow for a charged cell with a uniform neutralizing background.

**Solution.** Let $\Delta V^b$ be the Coulomb potential of $\Delta\rho^b$. For $s=|\mathbf s|>r_c$, every source point $\mathbf s'$ lies closer to the centre than $\mathbf s$, so

$$\frac1{|\mathbf s-\mathbf s'|}=\sum_{lm}\frac{4\pi}{2l+1}\frac{s'^l}{s^{l+1}}Y_{lm}(\hat{\mathbf s})Y^*_{lm}(\hat{\mathbf s}').$$

Multiplication by $\Delta\rho^b(\mathbf s')/(4\pi\varepsilon_0)$ and integration give

$$\Delta V^b(\mathbf s)=\frac1{\varepsilon_0}\sum_{lm}\frac{Y_{lm}(\hat{\mathbf s})}{(2l+1)s^{l+1}}\int s'^lY^*_{lm}(\hat{\mathbf s}')\Delta\rho^b(\mathbf s')\,d^3s'.$$

Each integral is a multipole moment of $\Delta\rho^b$ and is zero. The correction therefore vanishes outside its own sphere.

The vanishing monopole also means that $\rho$ and $\tilde\rho$ have the same cell average $\bar\rho$, and so need the same background $-\bar\rho$. From $-\varepsilon_0\nabla^2\tilde V=\tilde\rho-\bar\rho$ and $-\varepsilon_0\nabla^2\Delta V^b=\Delta\rho^b$ it follows that

$$V=\tilde V+\sum_b\Delta V^b \tag{1}$$

satisfies $-\varepsilon_0\nabla^2V=\rho-\bar\rho$. The sum includes the periodic images. Equation (1) fixes the additive constant of $V$ by the zero average of $\tilde V$, not of $V$; part (d) returns to this.

## (b) What is the potential at a nucleus?

The point charge of nucleus $a$ makes $V(\mathbf R_a)$ infinite. Define the site potential without this self term,

$$\varphi_a=\lim_{\mathbf r\to\mathbf R_a}\left[V(\mathbf r)-\frac{Z_ae}{4\pi\varepsilon_0|\mathbf r-\mathbf R_a|}\right],$$

and express it through $\tilde V(\mathbf R_a)$ and spherical averages. Does it depend on the shape of the compensation charge?

**Solution.** At $\mathbf R_a$ the corrections of all other spheres, images included, are zero by (a). In sphere $a$ the subtraction removes the potential of the delta function in $\rho^a$. What remains is the potential of the density $-en^a-\tilde\rho^a$. This density is bounded in a nonrelativistic description; a relativistic one has only a weak, integrable singularity at a point nucleus. In both cases the potential is continuous there, so the limit is its value at the centre:

$$\varphi_a=\tilde V(\mathbf R_a)+\frac1{4\pi\varepsilon_0}\int_{s<r_c}\frac{-en^a(\mathbf s)-\tilde\rho^a(\mathbf s)}{s}\,d^3s .$$

Since $1/s$ has no angular dependence, integration over angles leaves $4\pi$ times the spherical average. Let $\rho_e^a(r)$ be the average of $-en^a$, and from here on let $\tilde\rho^a(r)$ denote the average of $\tilde\rho^a$. With $d^3s\to4\pi r^2dr$,

$$\boxed{\varphi_a=\tilde V(\mathbf R_a)+\frac1{\varepsilon_0}\int_0^{r_c}r\left[\rho_e^a(r)-\tilde\rho^a(r)\right]dr} \tag{2}$$

The nucleus is absent from the integrand but present in the monopole condition, which reads

$$4\pi\int_0^{r_c}r^2(\rho_e^a-\tilde\rho^a)\,dr=-Z_ae. \tag{3}$$

The self term removed is that of one nucleus. Its periodic images still contribute to $\tilde V$.

Write the spherical part of $\hat\rho^a$ as $Q_ag(r)$, with $4\pi\int_0^{r_c}r^2g\,dr=1$. Equation (3) then gives

$$Q_a=Z_ae-e\int_{s<r_c}(n^a-\tilde n^a)\,d^3s .$$

A simple limit shows what the radial term does. If the electrons were not smoothed at all, $n^a=\tilde n^a$, then $Q_a=Z_ae$ and the radial term would be $-(Z_ae/\varepsilon_0)\int_0^{r_c}r\,g\,dr$. This is minus the potential of the smeared nucleus at its own centre: the self term appears in $\tilde V$ in smeared form and has to be taken out.

Now change $g$ by $\delta g$ at fixed norm. The Coulomb potential of the smooth charge at the centre changes by $(Q_a/\varepsilon_0)\int r\,\delta g\,dr$, and the radial term changes by the opposite amount. One effect survives: the cell average of the smooth potential also changes, and resetting it to zero shifts all sites equally. Thus $\varphi_a$ in the convention of (1) depends on the compensation shape through a uniform constant, while differences between sites in one cell do not.

## (c) How does it follow from the partial-wave occupations?

Let the valence part of the one-centre density be $\sum_{ij}D_{ij}\phi_i\phi_j$, with $\phi_i=R_i(r)Y_{l_im_i}$ in real harmonics, and likewise the smooth part with $\tilde R_i$. Find the contribution of $D_{ij}$ to the radial term.

**Solution.** The spherical average of $\phi_i\phi_j$ is

$$\frac{R_iR_j}{4\pi}\int Y_{l_im_i}Y_{l_jm_j}\,d\Omega=\frac{R_iR_j}{4\pi}\,\delta_{l_il_j}\delta_{m_im_j}.$$

Pairs with different $l$ or $m$ drop out. For the others, define $q_{ij}=\int_0^{r_c}r^2(R_iR_j-\tilde R_i\tilde R_j)dr$, the electron number missing from the smooth pair. Its compensation is $-eq_{ij}g$ per unit $D_{ij}$. In (2) this charge is subtracted, so it enters with a plus sign:

$$W_{ij}=\frac1{\varepsilon_0}\int_0^{r_c}r\left[-\frac e{4\pi}(R_iR_j-\tilde R_i\tilde R_j)+eq_{ij}g\right]dr .$$

Taking out $e/(4\pi\varepsilon_0)$ gives

$$W_{ij}=\frac e{4\pi\varepsilon_0}\left[-\int_0^{r_c}r(R_iR_j-\tilde R_i\tilde R_j)dr+4\pi q_{ij}\int_0^{r_c}r\,g\,dr\right].$$

The radial term is a constant from the frozen core and nuclear compensation, plus $\sum_{ij}D_{ij}W_{ij}$ over the surviving pairs. A test with two s channels and one p channel, including nonzero s–p occupations, compared this sum with a quadrature of the full angular density. Both gave $-0.004131$ V.

## (d) What changes if the average of $V$ is set to zero?

Find the constant that must be added to every $\varphi_a$ when the zero is moved from the average of $\tilde V$ to the average of $V$.

**Solution.** By (1), the average of $V$ is $\Omega^{-1}\sum_b\int\Delta V^b\,d^3r$, with $\Omega$ the cell volume and $b$ running over one cell. Since $\nabla^2s^2=6$, and $\Delta V^b$ vanishes outside its sphere, two integrations by parts leave no surface terms:

$$\int\Delta V^b\,d^3s=\frac16\int\Delta V^b\,\nabla^2s^2\,d^3s=\frac16\int s^2\,\nabla^2\Delta V^b\,d^3s=-\frac1{6\varepsilon_0}\int s^2\Delta\rho^b\,d^3s .$$

The nucleus sits at $s=0$ and does not contribute to the last integral. Subtracting the average of $V$ means adding

$$A=\frac1{6\varepsilon_0\Omega}\sum_b\int s^2\Delta\rho^b\,d^3s \tag{4}$$

to every site potential. The constant $A$ depends on the atoms in the cell, their one-centre densities and the compensation shape, so it generally differs between bulk and defect cells. Site potentials and electron levels must therefore be quoted with the same zero.

## (e) What is the shift far from a defect?

Compare bulk and defect supercells of equal size, both with zero average of $V$. Let the defect change the charge density by a compact $\delta\rho$ of full octahedral symmetry (including inversion) about the defect site. Find the shift $\delta\varphi_a$ at a distant, unmoved nucleus, first for a neutral change and then for a change with total charge $q$.

**Solution.** Let $v$ be the potential of an isolated neutral $\delta\rho$. Inversion removes all odd multipoles and the cubic axes remove the quadrupole, which leaves $l=4$ as the first possible multipole. (At a site of only tetrahedral symmetry an $l=3$ moment is allowed; each decay power quoted below for $v$ is then one lower, and (5) still holds.) Hence $v$ falls at least as fast as $r^{-5}$, and the sum over lattice vectors $\mathbf T$ converges absolutely. The sum $\sum_{\mathbf T}v(\mathbf r-\mathbf T)$ has cell average $\Omega^{-1}\int v\,d^3r$, which must be subtracted.

The integration by parts of (d) applies again. Outside $\delta\rho$ the potential $v$ has no spherical part, so the surface terms on a sphere centred on the defect integrate to zero. Hence $\int v\,d^3r=-(6\varepsilon_0)^{-1}\int r^2\delta\rho\,d^3r$, and

$$\delta\varphi_a=\sum_{\mathbf T}v(\mathbf R_a-\mathbf T)+C,\qquad C=\frac1{6\varepsilon_0\Omega}\int r^2\delta\rho\,d^3r . \tag{5}$$

The sum is the physical field of the defect and its images. The constant $C$ is the offset between the two zeros. For a fixed $\delta\rho$ and a growing cell edge $L$, $C$ falls as $L^{-3}$, while the field at the farthest site falls at least as fast as $L^{-5}$.

For a charged defect, separate a point charge $q$ at the defect centre from $\delta\rho$. The remainder is neutral and obeys (5). The point charge has no second moment about its own position, so $C$ keeps its form. Therefore

$$\delta\varphi_a=q\,\psi(\mathbf R_a)+\sum_{\mathbf T}v_{\rm rem}(\mathbf R_a-\mathbf T)+C, \tag{6}$$

where $\psi$ is the zero-average potential, per unit charge, of a point-charge lattice in its background. It must be removed before $C$ is read off. For a charged defect the value of $C$ belongs to this choice of a point charge as reference: with a Gaussian reference charge of width $\sigma$, well separated from its images and from the site, $C$ would be lower by $q\sigma^2/(2\varepsilon_0\Omega)$. Here $\psi$ is unscreened because $\delta\rho$ is the complete, compact change of charge. In a solid that polarizes throughout the cell, the long-range part needs the dielectric screening of the host.

## (f) Evaluate the site potentials in a model crystal

Take a rock-salt arrangement of 64 model ions with neighbour distance 2.1 Å and $r_c=1.0$ Å. Each ion is a point nucleus with Gaussian core and valence shells:

- Cation A: $Z=14$; 10 electrons of width 0.12 Å and 3 of width 0.50 Å.
- Anion B: $Z=8$; 2 electrons of width 0.10 Å and 7 of width 0.50 Å.
- Substitute X, in place of one A: $Z=6$; 2 electrons of width 0.15 Å and 3 of width 0.70 Å.

Inside $r_c$ each Gaussian $e^{-\beta r^2}$, with $\beta=1/(2\sigma^2)$, is smoothed to $e^{-\beta r_c^2}\sum_{k=0}^{4}[-\beta(r^2-r_c^2)]^k/k!$, and $g\propto(1-r^2/r_c^2)^8$. The values of $\tilde V$, the radial terms, $A$ and every potential referred to zero average of $\tilde V$ belong to this choice; potentials referred to zero average of $V$ do not. With the fourth power in $g$, for example, the anion has $\tilde V=76.82$ V, radial term $-463.93$ V and $A=-4.55$ V, whose sum is the same $-391.66$ V found below.

Evaluate (2) at an anion in bulk, then the far-site shift caused by X with all other ions frozen.

**Solution.** Valence tails from neighbouring ions enter $n^a$ and $\tilde n^a$ equally, so they cancel in the radial term. For the anion,

$$\varphi_B=145.2544\ \mathrm V-533.7815\ \mathrm V=-388.5271\ \mathrm V.$$

Equation (4) gives $A=-3.1343$ V for the bulk cell, hence $-391.6614$ V with zero average of $V$. An Ewald sum over the original nuclei and Gaussians, without any smoothing, gives the same value. Over two sites in each of four supercells the largest deviation between the two routes was $3.9\times10^{-6}$ V.

For the shift, a Gaussian shell of $N$ electrons and width $\sigma$ has second moment $-3Ne\sigma^2$. Replacing A by X changes the total by

$$-3e\left[(2\cdot0.15^2+3\cdot0.70^2)-(10\cdot0.12^2+3\cdot0.50^2)\right]\text{Å}^2=-1.863\ e\,\text{Å}^2 .$$

With $e/(4\pi\varepsilon_0)=14.39965$ V Å and $\Omega=592.704$ Å$^3$, the prefactor in (5) is

$$\frac{e}{6\varepsilon_0\Omega}=\frac{4\pi\cdot14.39965}{6\cdot592.704}\ \mathrm{V\,Å^{-2}}=0.05088\ \mathrm{V\,Å^{-2}},$$

so $C=0.05088\cdot(-1.863)$ V $=-0.0948$ V. The site potentials at the farthest cation give the same shift. The ions are spherical and the substitution is neutral, so no multipole field is added there.

With zero average of $\tilde V$ the far shift is $-0.1100$ V instead. The difference comes from (4): $A$ changes from $-3.1343$ V to $-3.1191$ V, by $+0.0152$ V, and $-0.1100+0.0152=-0.0948$. Neither number is wrong, but combining a site shift in one convention with electron levels in the other would misplace the levels by 0.015 eV.

At the anion next to X the shift is $-0.0550$ V, in the zero of $\tilde V$. It is higher than the far value $-0.1100$ V because this nucleus lies only three widths from the centre of X, still within the tail of its broad valence shell. The part of that shell outside a distance $r$ no longer screens fully, which raises the potential by about $3\cdot14.40\,\mathrm{erfc}(3/\sqrt2)/2.1$ V $\approx0.056$ V. A site this close reports the local density of the defect as well as the offset.

## (g) Use the shift for alignment when ions respond or the defect is charged

Let the six anions around X swell, their valence width going from 0.50 to 0.52 Å, and give each an outward dipole of 0.02 $e$ Å. When may the radial term be omitted from the shift? Find the offset for this cell and for a charged substitution with frozen neighbours, in which X has lost one valence electron.

**Solution.** Taking the difference of (2) between the two cells gives

$$\delta\varphi_a=\delta\tilde V(\mathbf R_a)+\frac1{\varepsilon_0}\int_0^{r_c}r\,\delta\!\left[\rho_e^a-\tilde\rho^a\right]dr .$$

The radial term cancels if the spherical one-centre difference of atom $a$ is unchanged, which also requires the same PAW data set in both cells. At the far cation this holds, and the smooth and full shifts are both $-0.2242$ V in the zero of $\tilde V$.

At a swollen anion, in the same zero, the smooth shift is 6.0677 V and the full shift is 5.9234 V; the radial term has changed by $-0.144$ V. The size and sign of this change depend on the smoothing and on $g$: with the fourth power in $g$ it is $+0.087$ V, and the smooth shift changes to match. Most of the full shift is the ion's own swelling. The potential of a Gaussian shell at its centre is $-N\sqrt{2/\pi}\,e/(4\pi\varepsilon_0\sigma)$, so the change is

$$7\cdot14.40\cdot\sqrt{\frac2\pi}\left(\frac1{0.50}-\frac1{0.52}\right)\mathrm V=6.19\ \mathrm V .$$

This is a local response and says almost nothing about the offset. Including the radial term makes the site potential correct, but it does not turn a disturbed site into a reference site.

The dipoles illustrate the condition in (a). In this model each dipole lies inside its sphere, apart from a negligible tail, and the smooth density carries none of it, so only the compensation charge transmits it outside. If that compensation is omitted, the potential at this anion is wrong by 0.0771 V. The anion's own dipole averages to zero at its nucleus, so the missing potential, $-0.0771$ V, has two parts in the sense of (5): $-0.1027$ V from the direct sum over the other dipoles and their images, and the constant $0.05088\cdot0.504$ V $=+0.0256$ V from the second moment of the six dipoles, found below.

For the far site, use (5) with zero average of $V$. Swelling adds $6\cdot(-3)\cdot7\,(0.52^2-0.50^2)=-2.570$ to the second moment, in $e$ Å$^2$. A dipole $\mathbf p$ at $\mathbf R$ has $\int r^2\rho\,d^3r=2\mathbf p\cdot\mathbf R$, so the six add $6\cdot2\cdot0.02\cdot2.1=0.504$. Thus

$$C=0.05088\,(-1.863-2.570+0.504)\ \mathrm V=-0.1999\ \mathrm V .$$

A direct sum over the dipoles and their images gives a field of $-0.0088$ V at the far cation. Together they make $-0.2087$ V, which is the shift found from the site potentials. Reading the whole shift as the offset would therefore err by about 4% of the offset in this cell.

In the charged cell the far shift is $-1.3947$ V, again with zero average of $V$. The point-charge lattice accounts for $-1.3747$ V, leaving $C=-0.0200$ V. Equation (5) gives the same from the second moment, $0.05088\cdot(-0.393)$ V. Without removal of the lattice term, the apparent offset would be some seventy times too large in this cell. The factor is special to the example: the second moments of the two ions nearly cancel, and the lattice term is unscreened.

To apply the result, note that a uniform potential $C$ adds $-eC$ to every electron energy. A bulk band edge $\epsilon_v$ therefore lies in the defect cell at

$$\epsilon_v^{\rm def}=\epsilon_v^{\rm bulk}-eC,$$

provided the region around the reference atoms is otherwise bulk-like and all quantities share one zero. For a charged defect this edge leaves out the lattice potential $q\psi$, which also shifts the local levels and varies from site to site; a finite-size correction must treat that part with the same reference charge. For the neutral frozen defect, levels referred to zero average of $V$ move up by 0.095 eV, and levels referred to zero average of $\tilde V$ by 0.110 eV. The position of the band edge relative to the far nuclei is the same in both descriptions. This places the bulk reference edge, not the eigenvalue of an extended state computed in the defect cell: such a state also samples $\sum_{\mathbf T}v$, whose cell average is $-C$, and so differs at the same order in $1/\Omega$. The remaining values are in the numerical output.

## Computed results

```
e/(4 pi eps0) = 14.39965 V angstrom
neighbour distance 2.1 A, cell side 8.4 A, rc 1.0 A
cell volume = 592.704 A^3, sites = 64
neighbour dipole 0.02 e A outward, width 0.15 A
A: Z = 14; 10 el. width 0.12 A, 3 el. width 0.50 A
B: Z = 8; 2 el. width 0.10 A, 7 el. width 0.50 A
X: Z = 6; 2 el. width 0.15 A, 3 el. width 0.70 A
B*: Z = 8; 2 el. width 0.10 A, 7 el. width 0.52 A
X+: Z = 6; 2 el. width 0.15 A, 2 el. width 0.70 A
A: compensation charge 3.9736 e, radial term -1160.2128 V
B: compensation charge 5.9383 e, radial term -533.7815 V
X: compensation charge 3.9993 e, radial term -356.1586 V
B*: compensation charge 5.9580 e, radial term -533.9259 V
X+: compensation charge 3.9995 e, radial term -356.1606 V
bulk, near: smooth 145.2544 V, phi -388.5271 V
bulk, far: smooth 111.9853 V, phi -1048.2274 V
frozen, near: smooth 145.1995 V, phi -388.5820 V
frozen, far: smooth 111.8754 V, phi -1048.3374 V
response, near: smooth 151.3222 V, phi -382.6037 V
response, far: smooth 111.7612 V, phi -1048.4516 V
charged, near: smooth 147.4944 V, phi -386.2871 V
charged, far: smooth 110.5755 V, phi -1049.6373 V
bulk: change to zero mean of V = -3.1343 V
frozen: change to zero mean of V = -3.1191 V
response: change to zero mean of V = -3.1189 V
charged: change to zero mean of V = -3.1191 V
bulk, near: phi, zero mean of V: PAW -391.6614 V, Ewald -391.6614 V
bulk, far: phi, zero mean of V: PAW -1051.3618 V, Ewald -1051.3618 V
frozen, near: phi, zero mean of V: PAW -391.7012 V, Ewald -391.7012 V
frozen, far: phi, zero mean of V: PAW -1051.4566 V, Ewald -1051.4566 V
response, near: phi, zero mean of V: PAW -385.7225 V, Ewald -385.7225 V
response, far: phi, zero mean of V: PAW -1051.5705 V, Ewald -1051.5705 V
charged, near: phi, zero mean of V: PAW -389.4062 V, Ewald -389.4062 V
charged, far: phi, zero mean of V: PAW -1052.7565 V, Ewald -1052.7565 V
largest PAW - Ewald deviation = 3.9e-06 V
error without dipole compensation, near = 0.0771 V
shifts defect - bulk, zero mean of smooth potential:
frozen, near: smooth only -0.0550 V, full -0.0550 V
frozen, far: smooth only -0.1100 V, full -0.1100 V
response, near: smooth only 6.0677 V, full 5.9234 V
response, far: smooth only -0.2242 V, full -0.2242 V
charged, near: smooth only 2.2400 V, full 2.2400 V
charged, far: smooth only -1.4099 V, full -1.4099 V
far-site shifts, zero mean of V:
frozen: -0.0948 V
response: -0.2087 V
charged: -1.3947 V
frozen: constant from second moment = -0.0948 V
frozen: same, smooth density and zero = -0.1100 V
response: constant -0.1999 V, multipole field -0.0088 V
charged: point lattice -1.3747 V, constant -0.0200 V
partial waves: quadrature -0.004131 V, weights -0.004131 V
```
